# Quadrature Points, Bloch Phases and the Nonlocal Energy under Twisted Boundary Conditions: a numerical check

```python
"""
Nonlocal pseudopotential energy under twisted boundary conditions.

Result under test: if a quadrature point r' = s' + L is folded to s' in the
cell, the wave-function ratio needs the factor exp(i k.L).  The imaginary
part of (V_NL Psi)/Psi then has zero mean over |Psi|^2.  The zero mean also
survives omission of the phase, while the real energy becomes wrong.

Symbols: a cell side, k twist, K = k + G plane-wave vectors, v_l(r) radial
potentials of range r_c, d distance from the ion to the lower x wall of the
cell.  Lengths are in angstrom and energies in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation
from scipy.special import spherical_jn

HARTREE = physical_constants["Hartree energy in eV"][0]
a, r_c = 3.0, 1.0
volume = a**3
strength = np.array([30.0, 10.0])
ion = np.array([0.4, 0.7, 1.1])
twist = np.array([0.3, 0.2, 0.1])
k = 2 * np.pi * twist / a
G = np.array([[0, 0, 0], [-1, 0, 0], [0, -1, 0], [0, 0, -1]])
K = k + 2 * np.pi * G / a
C = np.array([[1, 0.5j, 0.3, 0.2], [0.2j, 1, 0.4, 0.3j]])
norm = volume * np.sum(abs(C[0])**2)


def potential(r):
    """Both radial channels, l = 0 and l = 1, for r below r_c."""
    return strength[:, None] * (1 - np.atleast_1d(r)**2 / r_c**2)**2


def bloch(points):
    return np.exp(1j * (points @ K.T)) @ C[0]


def cell_origin(d):
    return ion - np.array([d, a / 2, a / 2])


def fold(points, origin):
    shift = a * np.floor((points - origin) / a)
    return points - shift, shift


def panels(edges, n):
    x, w = np.polynomial.legendre.leggauss(n)
    nodes, weights = [], []
    for low, high in zip(edges[:-1], edges[1:]):
        nodes.append((high + low) / 2 + (high - low) / 2 * x)
        weights.append((high - low) / 2 * w)
    return np.concatenate(nodes), np.concatenate(weights)


def radial(d):
    edges = [0.0, d, r_c] if 0 < d < r_c else [0.0, r_c]
    return zip(*panels(edges, 12))


def sphere(r, d, n_mu, n_phi, offset):
    """Directions about the x axis, with a panel edge where the wall cuts."""
    edges = [-1.0, -d / r, 1.0] if r > d else [-1.0, 1.0]
    mu, w = panels(edges, n_mu)
    phi = 2 * np.pi * (np.arange(n_phi) + offset) / n_phi
    s = np.sqrt(1 - mu**2)
    n = np.stack([np.repeat(mu, n_phi), np.outer(s, np.cos(phi)).ravel(),
                  np.outer(s, np.sin(phi)).ravel()], axis=-1)
    return n, np.repeat(w, n_phi) * 2 * np.pi / n_phi


def local_energy(r, n_el, n_q, w_q, d, use_phase):
    """Folded electron positions and their nonlocal local energies."""
    origin = cell_origin(d)
    electron, _ = fold(ion + r * n_el, origin)
    points = electron[:, None] + r * (n_q[None] - n_el[:, None])
    folded, shift = fold(points, origin)
    value = bloch(folded)
    if use_phase:
        value = value * np.exp(1j * (shift @ k))
    v = potential(r)[:, 0]
    kernel = (v[0] + 3 * v[1] * (n_el @ n_q.T)) / (4 * np.pi)
    return electron, (kernel * value) @ w_q / bloch(electron)


def guide(points):
    return 1 + 0.5 * np.sin(2 * np.pi * (points[..., 0] - ion[0]) / a)


def mean_energy(d, use_phase, rule=None, mixed=False):
    """Mean local energy over |Psi|^2, or over guide*|Psi|^2 if mixed."""
    total = 0
    for r, w_r in radial(d):
        n_el, w_el = sphere(r, d, 8, 14, 0.0)
        n_q, w_q = sphere(r, d, 7, 12, 0.3) if rule is None else rule
        electron, e_loc = local_energy(r, n_el, n_q, w_q, d, use_phase)
        density = abs(bloch(electron))**2
        if mixed:
            density = density * guide(electron)
        total += w_r * r**2 * np.sum(w_el * density * e_loc)
    if not mixed:
        return total / norm
    axis = np.arange(8) * a / 8
    grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1)
    return total / (volume * np.mean(guide(grid) * abs(bloch(grid))**2))


def plane_wave_matrix():
    """Nonlocal matrix in reciprocal space, where nothing is folded."""
    r, w = panels([0.0, r_c], 40)
    v = potential(r)
    length = np.linalg.norm(K, axis=1)
    cosine = (K @ K.T) / np.outer(length, length)
    matrix = np.zeros((len(K), len(K)))
    for l in (0, 1):
        j = spherical_jn(l, np.outer(length, r))
        matrix += (2 * l + 1) * cosine**l * ((j * (w * r**2 * v[l])) @ j.T)
    phase = np.exp(-1j * (K @ ion))
    return 4 * np.pi / volume * matrix * np.outer(phase, phase.conj())


def split_terms(d):
    """Diagonal and cross terms of the two parts of the sphere, unfolded."""
    diagonal, cross = 0.0, 0.0
    for r, w_r in radial(d):
        n, w = sphere(r, d, 11, 18, 0.1)
        value = w * bloch(ion + r * n)
        outside = r * n[:, 0] < -d
        moments = []
        for side in (~outside, outside):
            s_part = np.sum(value[side])
            p_part = value[side] @ n[side]
            moments.append(np.concatenate([[s_part], p_part]))
        v = potential(r)[:, 0]
        metric = np.array([v[0]] + [3 * v[1]] * 3) / (4 * np.pi)
        factor = w_r * r**2 / norm
        diagonal += factor * sum(np.sum(metric * abs(m)**2) for m in moments)
        cross += factor * np.sum(metric * moments[0].conj() * moments[1])
    return diagonal, cross


def partial_wave_mean(n_q, w_q):
    """Mean energy of a fixed angular rule from analytic partial waves."""
    length = np.linalg.norm(K, axis=1)
    cosine = n_q @ (K / length[:, None]).T
    amplitude = C[0] * np.exp(1j * (K @ ion))
    total = 0
    for r, w_r in radial(0.0):
        full = bloch(ion + r * n_q)
        v = potential(r)[:, 0]
        for l in (0, 1):
            wave = 1j**l * (2 * l + 1) * (
                (cosine**l * spherical_jn(l, length * r)) @ amplitude)
            total += w_r * r**2 * v[l] * np.sum(w_q * wave.conj() * full)
    return total / norm


def pair_wave(R, b):
    """Two same-spin electrons: determinant times periodic Jastrow factor."""
    orb = np.exp(1j * (R @ K.T)) @ C.T
    det = orb[..., 0, 0] * orb[..., 1, 1] - orb[..., 0, 1] * orb[..., 1, 0]
    gap = 2 * np.pi * (R[..., 0, :] - R[..., 1, :]) / a
    return det * np.exp(-b * np.cos(gap).sum(axis=-1))


def sample_pairs(b, rng, batches=12, size=250000):
    """Independent samples of |Psi|^2 by rejection from uniform points."""
    minors = np.outer(C[0], C[1]) - np.outer(C[1], C[0])
    bound = np.sum(abs(minors)) * np.exp(3 * b)
    kept = []
    for _ in range(batches):
        R = cell_origin(0.0) + a * rng.random((size, 2, 3))
        density = abs(pair_wave(R, b))**2
        assert density.max() <= bound**2
        kept.append(R[rng.random(size) * bound**2 < density])
    return np.concatenate(kept)


def pair_energies(R, b, rng):
    """Local energies with and without phase, randomly rotated 6 points."""
    result = np.zeros((2, len(R)), dtype=complex)
    for i in (0, 1):
        away = R[:, i] - ion
        away -= a * np.round(away / a)
        distance = np.linalg.norm(away, axis=1)
        hit = np.flatnonzero(distance < r_c)
        away, r = away[hit], distance[hit]
        g = rng.normal(size=(len(hit), 2, 3))
        e1 = g[:, 0] / np.linalg.norm(g[:, 0], axis=1)[:, None]
        e2 = g[:, 1] - np.sum(g[:, 1] * e1, axis=1)[:, None] * e1
        e2 /= np.linalg.norm(e2, axis=1)[:, None]
        e3 = np.cross(e1, e2)
        n_q = np.stack([e1, e2, e3, -e1, -e2, -e3], axis=1)
        points = (R[hit, i] - away)[:, None] + r[:, None, None] * n_q
        folded, shift = fold(points, cell_origin(0.0))
        moved = np.repeat(R[hit][:, None], 6, axis=1)
        moved[:, :, i] = folded
        ratio = pair_wave(moved, b) / pair_wave(R[hit], b)[:, None]
        cosine = np.einsum("hqx,hx->hq", n_q, away / r[:, None])
        v = potential(r)
        kernel = (v[0][:, None] + 3 * v[1][:, None] * cosine) / 6
        phase = np.exp(1j * (shift @ k))
        result[0, hit] += np.sum(kernel * ratio * phase, axis=1)
        result[1, hit] += np.sum(kernel * ratio, axis=1)
    return result


def statistics(x):
    return np.mean(x), np.std(x, ddof=1) / np.sqrt(len(x))


print(f"cell side {a:.1f} A, cutoff r_c {r_c:.1f} A")
print(f"strengths A_0, A_1: {strength[0]:.1f}, {strength[1]:.1f} eV")
print("ion position (A):", ion)
print("twist (units of 2 pi/a):", twist)
print("G vectors (units of 2 pi/a):", G.tolist())
print("orbital 1 coefficients:", C[0])
print("orbital 2 coefficients:", C[1])
theta = k[0] * a
print(f"phase angle for one x translation: {np.degrees(theta):.1f} deg")

# One electron and one quadrature point beyond the wall through the ion.
r_demo = 0.5
n_demo = np.array([[0.6, 0.8, 0.0]])
q_demo = np.array([-0.8, 0.6, 0.0])
point = ion + r_demo * q_demo
inside, move = fold(point, cell_origin(0.0))
psi_e = bloch(ion + r_demo * n_demo[0])
true_ratio = bloch(point) / psi_e
raw_ratio = bloch(inside) / psi_e
factor = np.exp(1j * (move @ k))
assert abs(true_ratio - factor * raw_ratio) < 1e-12
assert abs(true_ratio - raw_ratio) > 1e-2
print("demo electron (A):", np.round(ion + r_demo * n_demo[0], 3))
print("demo point (A):", np.round(point, 3))
print("folded point (A):", np.round(inside, 3), " L (A):", move)
print(f"ratio at true point: {true_ratio:.4f}")
print(f"ratio at folded point: {raw_ratio:.4f}")
print(f"Bloch factor exp(i k.L): {factor:.4f}")
n_q, w_q = sphere(r_demo, 0.0, 10, 18, 0.2)
for flag, name in ((True, "with"), (False, "without")):
    value = local_energy(r_demo, n_demo, n_q, w_q, 0.0, flag)[1][0]
    print(f"demo local energy {name} phase: {value:.4f} eV")
    if flag:
        assert abs(value.imag) > 1e-3

# One-electron means: folded real-space integration against plane waves.
V = plane_wave_matrix()
reference = (C[0].conj() @ V @ C[0]).real / np.sum(abs(C[0])**2)
print(f"plane-wave mean energy: {reference:.6f} eV"
      f" = {reference / HARTREE:.6f} hartree")
print("wall distance d (A); mean with phase; without phase (eV)")
largest_imag = 0.0
for d in (0.0, 0.25, 0.5, 0.75, 1.0):
    good, bad = mean_energy(d, True), mean_energy(d, False)
    diagonal, cross = split_terms(d)
    predicted = diagonal + 2 * (cross * np.exp(1j * theta)).real
    assert abs(good - reference) < 1e-7
    assert abs(bad - predicted) < 1e-7
    assert abs(diagonal + 2 * cross.real - reference) < 1e-7
    largest_imag = max(largest_imag, abs(good.imag), abs(bad.imag))
    print(f"  {d:.2f}  {good.real:.6f}  {bad.real:.6f}")
    if d == 0.0:
        assert abs(bad.real - reference) > 1e-2
        print(f"  at d=0: D = {diagonal:.6f} eV, X = {cross:.6f} eV")
    if d == r_c:
        assert abs(bad - reference) < 1e-7
assert largest_imag < 1e-7
print(f"largest |Im mean| in the table: {largest_imag:.1e} eV")

# Fixed finite rules, then the same rules averaged over all orientations.
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 3**0.5
octa = np.concatenate([np.eye(3), -np.eye(3)])
mu, w_mu = panels([-1.0, 1.0], 10)
turn = 2 * np.pi * np.arange(14) / 14
A1, B1, G1 = np.meshgrid(turn, np.arccos(mu), turn, indexing="ij")
angles = np.stack([A1.ravel(), B1.ravel(), G1.ravel()], axis=-1)
rotations = Rotation.from_euler("ZYZ", angles).as_matrix()
w_rot = np.broadcast_to(w_mu[None, :, None] / 2, A1.shape).ravel() / 14**2
for name, rule in (("4-point", tetra), ("6-point", octa)):
    weights = np.full(len(rule), 4 * np.pi / len(rule))
    fixed = mean_energy(0.0, True, rule=(rule, weights))
    assert abs(fixed - partial_wave_mean(rule, weights)) < 1e-8
    assert abs(fixed.imag) > 1e-6
    turned = np.einsum("rxy,qy->rqx", rotations, rule).reshape(-1, 3)
    averaged = partial_wave_mean(turned, np.outer(w_rot, weights).ravel())
    assert abs(averaged - reference) < 1e-8
    print(f"fixed {name} rule: Re {fixed.real:.6f}, Im {fixed.imag:.2e} eV")
    print(f"  orientation average: Re {averaged.real:.6f} eV,"
          f" |Im| {abs(averaged.imag):.1e} eV")

mixed = mean_energy(0.0, True, mixed=True)
assert abs(mixed.imag) > 1e-4
print("mixed weight g = 1 + 0.5 sin(2 pi (x - x_ion)/a):")
print(f"  mean Re {mixed.real:.5f} eV, Im {mixed.imag:.5f} eV")

# Two electrons: translation property, then sampling of |Psi|^2.
rng = np.random.default_rng(20)
trial = a * rng.random((50, 2, 3))
translated = trial.copy()
step = a * np.array([-1.0, 0.0, 2.0])
translated[:, 0] += step
assert np.allclose(pair_wave(translated, 0.2),
                   np.exp(1j * (step @ k)) * pair_wave(trial, 0.2), atol=1e-11)
overlap = C.conj() @ C.T
pair_reference = np.trace(np.linalg.solve(overlap, C.conj() @ V @ C.T)).real
print(f"two-electron determinant, plane waves: {pair_reference:.5f} eV")
for b in (0.0, 0.2):
    R = sample_pairs(b, rng)
    good, bad = pair_energies(R, b, rng)
    re, re_err = statistics(good.real)
    im, im_err = statistics(good.imag)
    bad_re, bad_re_err = statistics(bad.real)
    bad_im, bad_im_err = statistics(bad.imag)
    change, change_err = statistics((bad - good).real)
    # Five standard errors allow for the statistical noise of the sample.
    assert abs(im) < 5 * im_err and abs(bad_im) < 5 * bad_im_err
    assert abs(change) > 5 * change_err
    if b == 0.0:
        assert abs(re - pair_reference) < 5 * re_err
    print(f"Jastrow strength b = {b:.1f}, samples {len(R)}")
    print(f"  with phase: Re {re:.4f} +- {re_err:.4f} eV")
    print(f"              Im {im:.4f} +- {im_err:.4f} eV")
    print(f"  rms Im of single samples: {np.sqrt(np.mean(good.imag**2)):.2f} eV")
    print(f"  no phase:   Re {bad_re:.4f} +- {bad_re_err:.4f} eV")
    print(f"              Im {bad_im:.4f} +- {bad_im_err:.4f} eV")
    print(f"  change in Re: {change:.4f} +- {change_err:.4f} eV")

print("verified")
```

Output:

```
cell side 3.0 A, cutoff r_c 1.0 A
strengths A_0, A_1: 30.0, 10.0 eV
ion position (A): [0.4 0.7 1.1]
twist (units of 2 pi/a): [0.3 0.2 0.1]
G vectors (units of 2 pi/a): [[0, 0, 0], [-1, 0, 0], [0, -1, 0], [0, 0, -1]]
orbital 1 coefficients: [1. +0.j  0. +0.5j 0.3+0.j  0.2+0.j ]
orbital 2 coefficients: [0. +0.2j 1. +0.j  0.4+0.j  0. +0.3j]
phase angle for one x translation: 108.0 deg
demo electron (A): [0.7 1.1 1.1]
demo point (A): [0.  1.  1.1]
folded point (A): [3.  1.  1.1]  L (A): [-3.  0.  0.]
ratio at true point: 0.5966-0.0517j
ratio at folded point: -0.1351+0.5834j
Bloch factor exp(i k.L): -0.3090-0.9511j
demo local energy with phase: 17.0765-1.7223j eV
demo local energy without phase: 11.1729+3.3212j eV
plane-wave mean energy: 1.172433 eV = 0.043086 hartree
wall distance d (A); mean with phase; without phase (eV)
  0.00  1.172433  0.616734
  at d=0: D = 0.736748 eV, X = 0.217843-0.007686j eV
  0.25  1.172433  0.870987
  0.50  1.172433  1.105066
  0.75  1.172433  1.170027
  1.00  1.172433  1.172433
largest |Im mean| in the table: 9.0e-13 eV
fixed 4-point rule: Re 1.174525, Im -1.72e-03 eV
  orientation average: Re 1.172433 eV, |Im| 1.9e-16 eV
fixed 6-point rule: Re 1.172561, Im -1.30e-03 eV
  orientation average: Re 1.172433 eV, |Im| 1.4e-16 eV
mixed weight g = 1 + 0.5 sin(2 pi (x - x_ion)/a):
  mean Re 1.11544 eV, Im -0.00476 eV
two-electron determinant, plane waves: 2.11576 eV
Jastrow strength b = 0.0, samples 379739
  with phase: Re 2.1206 +- 0.0085 eV
              Im 0.0017 +- 0.0012 eV
  rms Im of single samples: 0.72 eV
  no phase:   Re 0.9822 +- 0.0043 eV
              Im -0.0001 +- 0.0032 eV
  change in Re: -1.1383 +- 0.0049 eV
Jastrow strength b = 0.2, samples 149609
  with phase: Re 2.2509 +- 0.0139 eV
              Im -0.0026 +- 0.0018 eV
  rms Im of single samples: 0.69 eV
  no phase:   Re 1.0650 +- 0.0071 eV
              Im 0.0055 +- 0.0054 eV
  change in Re: -1.1859 +- 0.0080 eV
verified
```
